**Borrmann transmission of 1 mm germanium, symmetric Laue 220, Cu K-alpha1**

At exact Bragg incidence the two branches have intensity exponents m(1 ∓ C e^(−M)), and each branch alone sends one quarter of exp(−exponent) into the forward beam and as much into the diffracted beam. Here m = μ0 t/cos θ is the ordinary absorption exponent, C is 1 for sigma and cos 2θ for pi polarisation, and M = B/(4d²) is the thermal exponent of the 220 amplitude. The program diagonalises Maxwell's equations in six Fourier orders, separately for each polarisation, without inserting the factor cos 2θ. It asserts that the exponents and branch intensities agree with the formulas, that the weak branch has opposite beam amplitudes, and that averaging the field over thermally displaced atoms reproduces the absorption. Further assertions cover the beats in thin plates, the angular profile, the integrated diffracted intensity and the slow approach to ordinary absorption one degree away. The output gives forward transmissions of 0.063 for sigma and 1.4 × 10⁻⁶ for pi, against 5.7 × 10⁻¹⁷ for ordinary absorption. It also shows that averaging over a 2.5 eV emission line lowers the unpolarised value from 0.032 to 0.0020, and that rough estimates of three neglected losses lower the sigma value to 0.043.

## Program and output

```python
"""Borrmann transmission of a germanium plate, symmetric Laue 220, Cu K-alpha1.

Result under test: at exact Bragg incidence each polarisation has two branches with
intensity exponents m*(1 -/+ C*exp(-M)); each branch alone sends exp(-exponent)/4
into the forward beam and as much into the diffracted beam.
m = mu0*t/cos(theta): ordinary exponent; C = 1 (sigma) or cos(2 theta) (pi);
M = B/(4 d^2): thermal exponent of the 220 amplitude; chi: susceptibility.
Reference road: diagonalisation of Maxwell's equations in six Fourier orders.
Fields vary as exp(i(k.r - omega t)), so absorption means Im(chi) > 0.
"""
import numpy as np
from scipy import constants as sc

r_e = sc.physical_constants["classical electron radius"][0]
alpha_fs = sc.fine_structure
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]

# Rough typical inputs for germanium at room temperature
photon_eV = 8048.0
a = 0.5658e-9
B = 0.0060e-18
f0 = {0: 32.0, 1: 24.0, 2: 16.0}      # orders 000, 220, 440
f_real, f_imag = -1.0, 0.90
t = 1.0e-3
line_eV, doublet_eV, binding_eV = 2.5, 20.0, 1300.0

lam = sc.h * sc.c / (photon_eV * sc.e)
k = 2 * np.pi / lam
V = a**3
d = a / np.sqrt(8)
sinB = lam / (2 * d)
thB = np.arcsin(sinB)
cosB = np.cos(thB)
M = B / (4 * d**2)
damp = np.exp(-M)

fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
atoms = np.vstack([fcc, fcc + 0.25])
density = len(atoms) / V
chi = {}
for n in range(3):
    S = np.exp(2j * np.pi * atoms @ np.array([2 * n, 2 * n, 0])).sum()
    assert abs(S - 8) < 1e-10         # all atoms scatter in phase
    f = f0[n] + f_real - 1j * f_imag
    chi[n] = -r_e * lam**2 / (np.pi * V) * S.real * damp**(n**2) * f

mu0 = 2 * r_e * lam * density * f_imag
m = mu0 * t / cosB
C = {"sigma": 1.0, "pi": np.cos(2 * thB)}

orders = np.arange(-2, 4)
FORWARD, DIFFRACTED = 2, 3
eps = np.array([[(i == j) + chi.get(abs(i - j), 0) for j in orders]
                for i in orders], dtype=complex)
eta = np.linalg.inv(eps)


def maxwell(theta, pol, thickness):
    """Branch amplitudes (orders x branches), exponents, diffracted/forward ratio."""
    X = np.diag(-np.sin(theta) + 2 * orders * sinB)
    if pol == "sigma":                # electric field normal to the plane
        A = eps - X @ X
    else:                             # magnetic field normal to the plane
        A = eps @ (np.eye(len(orders)) - X @ eta @ X)
    w, vec = np.linalg.eig(A)
    kz = np.sqrt(w.astype(complex))
    kz = np.where(kz.imag < 0, -kz, kz)
    rank = np.argsort(kz.imag)        # weak, strong, then evanescent
    kz, vec = kz[rank], vec[:, rank]
    start = np.zeros(len(orders), dtype=complex)
    start[FORWARD] = 1
    weight = np.linalg.solve(vec, start)
    amp = vec * (weight * np.exp(1j * k * thickness * kz))
    return amp, 2 * k * thickness * kz.imag, vec[DIFFRACTED] / vec[FORWARD]


# Exact Bragg incidence: exponents, weights, nodes and thermal average
u_rms = np.sqrt(B / (8 * np.pi**2))
u = np.linspace(-8, 8, 4001) * u_rms
prob = np.exp(-u**2 / (2 * u_rms**2))
prob /= prob.sum()
K0, Kh = np.array([-sinB, cosB]), np.array([sinB, cosB])
unit_fields = {"sigma": (np.array([1.0]), np.array([1.0])),
               "pi": (np.array([K0[1], -K0[0]]), np.array([Kh[1], -Kh[0]]))}
branch, total_T, total_R, exponents = {}, {}, {}, {}
for pol in C:
    amp, expo, ratio = maxwell(thB, pol, t)
    exponents[pol] = expo[:2]
    branch[pol] = abs(amp[FORWARD, :2])**2
    total_T[pol] = abs(amp[FORWARD].sum())**2
    total_R[pol] = abs(amp[DIFFRACTED].sum())**2
    for j, sign in enumerate((-1, 1)):
        formula = m * (1 + sign * C[pol] * damp)
        assert abs(expo[j] - formula) < 0.01
        assert abs(np.log(branch[pol][j] * 4) + formula) < 0.01
        assert abs(np.log(abs(amp[DIFFRACTED, j])**2 * 4) + formula) < 0.01
        assert abs(ratio[j] - sign) < 1e-3
        e0, eh = unit_fields[pol]
        field = e0[:, None] + ratio[j] * eh[:, None] * np.exp(2j * np.pi * u / d)
        at_atoms = (prob * (abs(field)**2).sum(axis=0)).sum() / 2
        assert abs(expo[j] - m * at_atoms) < 0.02

# Beats between the branches in thin plates
beat = {p: lam * cosB / (C[p] * abs(chi[1].real)) for p in C}
for pol in C:
    for thin in (5e-6, 12e-6, 20e-6):
        amp = maxwell(thB, pol, thin)[0]
        mt = mu0 * thin / cosB
        g = mt * C[pol] * damp
        formula = 0.25 * np.exp(-mt) * (np.exp(g) + np.exp(-g)
                                        + 2 * np.cos(2 * np.pi * thin / beat[pol]))
        assert abs(abs(amp[FORWARD].sum())**2 - formula) < 2e-3

# Angular profile and average over the natural emission line
line_angle = np.tan(thB) * line_eV / photon_eV
y = np.linspace(-3, 3, 1201)
fwhm, integrated, gaussian, tube_T, tube_R = {}, {}, {}, {}, {}
for pol in C:
    unit = C[pol] * abs(chi[1].real) / np.sin(2 * thB)
    G = m * C[pol] * damp
    for yy in (-0.6, -0.3, 0.3, 0.6):
        amp = maxwell(thB + yy * unit, pol, t)[0]
        root = np.sqrt(1 + yy**2)
        decay = -m + G / root
        assert abs(np.log(abs(amp[FORWARD, 0])**2)
                   - np.log(0.25 * (1 - yy / root)**2) - decay) < 0.02
        assert abs(np.log(abs(amp[DIFFRACTED, 0])**2)
                   - np.log(0.25 / root**2) - decay) < 0.02
    sums = np.array([maxwell(thB + v * unit, pol, t)[0].sum(axis=1) for v in y])
    T, R = abs(sums[:, FORWARD])**2, abs(sums[:, DIFFRACTED])**2
    step = (y[1] - y[0]) * unit
    integrated[pol] = R.sum() * step
    gaussian[pol] = 0.25 * np.exp(G - m) * unit * np.sqrt(2 * np.pi / (G + 2))
    # The Gaussian form omits a quartic term of relative size about 9/(8 G)
    assert abs(integrated[pol] / gaussian[pol] - 1) < 0.07
    right = y >= 0
    half = np.interp(R.max() / 2, R[right][::-1], y[right][::-1])
    fwhm[pol] = 2 * half * unit
    line = line_angle / (2 * np.pi) / ((y * unit)**2 + line_angle**2 / 4)
    tube_T[pol], tube_R[pol] = (T * line).sum() * step, (R * line).sum() * step

# Approach to ordinary absorption one degree from the Bragg angle
remainder = {}
for side in (-1, 1):
    theta = thB + side * np.radians(1.0)
    ordinary = mu0 * t / np.cos(theta)
    for pol in C:
        amp = maxwell(theta, pol, t)[0]
        y_far = 2 * sinB * (np.sin(theta) - sinB) / (C[pol] * abs(chi[1].real))
        extra = -np.log(abs(amp[FORWARD].sum())**2) - ordinary
        assert abs(extra - ordinary * C[pol] * damp / y_far) < 0.01
        remainder[pol, side] = extra

# Sizes of neglected losses, as additions to the weak-branch exponent
omega = photon_eV / hartree_eV
p_el = np.sqrt(2 * (photon_eV - binding_eV) / hartree_eV)
k_au = alpha_fs * omega
beta = alpha_fs * p_el
quad_share = 0.8 * beta**2
c, wt = np.polynomial.legendre.leggauss(60)
born = 1 / (2 * omega + k_au**2 - 2 * p_el * k_au * c)**2
s2 = wt * (1 - c**2)
dipole = (born * s2).sum()**2 / s2.sum()
quadrupole = (born * c * s2).sum()**2 / (c**2 * s2).sum()
assert abs(quadrupole / dipole / quad_share - 1) < 0.10
quad = {"sigma": m * damp * quad_share * (1 - np.cos(2 * thB)),
        "pi": m * damp * quad_share * (np.cos(2 * thB) - np.cos(4 * thB))}
thomson = 8 * np.pi / 3 * r_e**2
diffuse = density * thomson * f0[1]**2 * (1 - damp) * t / cosB
compton = density * thomson * f0[0] * t / cosB
dB = 0.0005e-18
with_losses = total_T["sigma"] * np.exp(-quad["sigma"] - diffuse - compton)

off = np.exp(-m)
mean_T = (total_T["sigma"] + total_T["pi"]) / 2
mean_R = (total_R["sigma"] + total_R["pi"]) / 2
mean_tube = (tube_T["sigma"] + tube_T["pi"]) / 2
flux = 1e9

print(f"photon energy {photon_eV:.0f} eV, wavelength {lam*1e9:.5f} nm")
print(f"lattice constant {a*1e9:.4f} nm, 220 spacing {d*1e9:.5f} nm")
print(f"Bragg angle {np.degrees(thB):.3f} deg, cos {cosB:.4f}, cos2theta {C['pi']:.4f}")
print(f"inputs f0(000,220,440) {f0[0]:.0f}, {f0[1]:.0f}, {f0[2]:.0f} electrons")
print(f"inputs f' {f_real:.1f}, f'' {f_imag:.2f} electrons; B {B*1e18:.4f} nm2")
print(f"thermal exponent M {M:.5f}, exp(-M) {damp:.5f} (no unit)")
print(f"rms displacement along 220 normal {u_rms*1e9:.5f} nm")
print(f"chi_0 real {chi[0].real:.4e}, imaginary {chi[0].imag:.4e} (no unit)")
print(f"chi_220 real {chi[1].real:.4e}, imaginary {chi[1].imag:.4e} (no unit)")
print(f"plate thickness {t*1e3:.1f} mm, path {t/cosB*1e3:.4f} mm")
print(f"ordinary absorption coefficient {mu0/100:.1f} cm^-1")
print(f"ordinary exponent m {m:.3f}, transmission {off:.3e} (no unit)")
for pol in C:
    e, b = exponents[pol], branch[pol]
    print(f"{pol}: weak exponent {e[0]:.3f}, strong exponent {e[1]:.3f} (no unit)")
    print(f"{pol}: weak-branch forward intensity {b[0]:.3e} (no unit)")
    print(f"{pol}: strong-branch forward intensity {b[1]:.3e} (no unit)")
    print(f"{pol}: total forward {total_T[pol]:.3e}, diffracted {total_R[pol]:.3e}")
    print(f"{pol}: gain over ordinary transmission {total_T[pol]/off:.2e} (no unit)")
    print(f"{pol}: beat length {beat[pol]*1e6:.2f} um")
    print(f"{pol}: diffracted peak full width {fwhm[pol]*1e6:.2f} urad")
    print(f"{pol}: integrated diffracted {integrated[pol]*1e6:.3e} urad")
    print(f"{pol}: Gaussian estimate of it {gaussian[pol]*1e6:.3e} urad")
    print(f"{pol}: emission-line average forward {tube_T[pol]:.3e} (no unit)")
    print(f"{pol}: emission-line average diffracted {tube_R[pol]:.3e} (no unit)")
    print(f"{pol}: exponent remainder at -1 deg {remainder[pol,-1]:.4f},"
          f" at +1 deg {remainder[pol,1]:.4f}")
    print(f"{pol}: quadrupole addition to exponent {quad[pol]:.3f} (no unit)")
print(f"unpolarised forward {mean_T:.4f}, diffracted {mean_R:.4f} (no unit)")
print(f"unpolarised gain over ordinary {mean_T/off:.2e} (no unit)")
print(f"sigma/pi forward ratio {total_T['sigma']/total_T['pi']:.3e} (no unit)")
print(f"emission line width {line_eV:.1f} eV, as angle {line_angle*1e6:.1f} urad")
print(f"unpolarised emission-line average forward {mean_tube:.3e} (no unit)")
print(f"K-alpha2 offset {doublet_eV:.0f} eV, as angle "
      f"{np.tan(thB)*doublet_eV/photon_eV*1e6:.0f} urad")
print(f"Borrmann fan width at exit {2*t*np.tan(thB)*1e3:.3f} mm")
print(f"L-shell binding used {binding_eV:.0f} eV, quadrupole share {quad_share:.4f}")
print(f"thermal diffuse scale {diffuse:.3f}, Compton scale {compton:.3f} in exponent")
print(f"sigma forward with these three losses {with_losses:.4f} (no unit)")
print(f"B change {dB*1e18:.4f} nm2 shifts sigma exponent by {m*damp*dB/(4*d**2):.3f}")
print(f"5 percent in f'' shifts exponents: sigma {0.05*exponents['sigma'][0]:.3f},"
      f" pi {0.05*exponents['pi'][0]:.3f}, ordinary {0.05*m:.3f}")
print(f"at {flux:.0e} photons/s, ordinary wait per photon {1/(flux*off)/86400:.0f} days")
print("all assertions hold")
```

Output:

```
photon energy 8048 eV, wavelength 0.15406 nm
lattice constant 0.5658 nm, 220 spacing 0.20004 nm
Bragg angle 22.648 deg, cos 0.9229, cos2theta 0.7035
inputs f0(000,220,440) 32, 24, 16 electrons
inputs f' -1.0, f'' 0.90 electrons; B 0.0060 nm2
thermal exponent M 0.03748, exp(-M) 0.96321 (no unit)
rms displacement along 220 normal 0.00872 nm
chi_0 real -2.9148e-05, imaginary 8.4622e-07 (no unit)
chi_220 real -2.0830e-05, imaginary 8.1508e-07 (no unit)
plate thickness 1.0 mm, path 1.0836 mm
ordinary absorption coefficient 345.1 cm^-1
ordinary exponent m 37.397, transmission 5.739e-17 (no unit)
sigma: weak exponent 1.376, strong exponent 73.416 (no unit)
sigma: weak-branch forward intensity 6.317e-02 (no unit)
sigma: strong-branch forward intensity 3.265e-33 (no unit)
sigma: total forward 6.317e-02, diffracted 6.317e-02
sigma: gain over ordinary transmission 1.10e+15 (no unit)
sigma: beat length 6.83 um
sigma: diffracted peak full width 11.36 urad
sigma: integrated diffracted 7.766e-01 urad
sigma: Gaussian estimate of it 7.524e-01 urad
sigma: emission-line average forward 4.015e-03 (no unit)
sigma: emission-line average diffracted 3.792e-03 (no unit)
sigma: exponent remainder at -1 deg -0.0613, at +1 deg 0.0597
sigma: quadrupole addition to exponent 0.226 (no unit)
pi: weak exponent 12.058, strong exponent 62.738 (no unit)
pi: weak-branch forward intensity 1.449e-06 (no unit)
pi: strong-branch forward intensity 1.416e-28 (no unit)
pi: total forward 1.449e-06, diffracted 1.449e-06
pi: gain over ordinary transmission 2.52e+10 (no unit)
pi: beat length 9.70 um
pi: diffracted peak full width 9.47 urad
pi: integrated diffracted 1.496e-05 urad
pi: Gaussian estimate of it 1.433e-05 urad
pi: emission-line average forward 7.953e-08 (no unit)
pi: emission-line average diffracted 7.316e-08 (no unit)
pi: exponent remainder at -1 deg -0.0283, at +1 deg 0.0317
pi: quadrupole addition to exponent 0.543 (no unit)
unpolarised forward 0.0316, diffracted 0.0316 (no unit)
unpolarised gain over ordinary 5.50e+14 (no unit)
sigma/pi forward ratio 4.360e+04 (no unit)
emission line width 2.5 eV, as angle 129.6 urad
unpolarised emission-line average forward 2.008e-03 (no unit)
K-alpha2 offset 20 eV, as angle 1037 urad
Borrmann fan width at exit 0.834 mm
L-shell binding used 1300 eV, quadrupole share 0.0211
thermal diffuse scale 0.067, Compton scale 0.102 in exponent
sigma forward with these three losses 0.0426 (no unit)
B change 0.0005 nm2 shifts sigma exponent by 0.113
5 percent in f'' shifts exponents: sigma 0.069, pi 0.603, ordinary 1.870
at 1e+09 photons/s, ordinary wait per photon 202 days
all assertions hold
```
